# Flux-Form Discretization of a Position-Dependent Mass at Abrupt Interfaces: verification in Python

```python
# RESULT UNDER TEST
# The flux-form matrix of T = -(1/2) d/dx [ w(x) d/dx ], w = 1/mass, is symmetric
# and positive, and its levels converge as h^2 at an abrupt mass step. The expanded
# form -(1/2)(w psi'' + w' psi') converges there to a wrong, grid-dependent level.
# Symbols: h grid spacing; N intervals across the well; A half-width of the well;
# B width of each barrier; r = w_outside / w_inside; F = w psi' (the flux).
# N even puts the interfaces on nodes, N odd puts them at half-points.
# Internal units are atomic units; printed units are nm and eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e9  # nm

width_nm, mass_well, mass_barrier, barrier_eV = 5.0, 0.07, 0.15, 1.0
width = width_nm / BOHR
A, B = width / 2, 1.5 * width
V0 = barrier_eV / HARTREE
w_in, w_out = 1 / mass_well, 1 / mass_barrier
r_example = w_out / w_in


def continuum_level(half=A, mw=mass_well, mb=mass_barrier, V=V0, slope_ratio=None):
    """Even ground level when psi is continuous and psi'_out = slope_ratio psi'_in."""
    ratio = mb / mw if slope_ratio is None else slope_ratio

    def mismatch(E):
        k, kappa = np.sqrt(2 * mw * E), np.sqrt(2 * mb * (V - E))
        return ratio * k * np.sin(k * half) - kappa * np.cos(k * half) / np.tanh(kappa * B)
    top = min((np.pi / (2 * half))**2 / (2 * mw), V * (1 - 1e-9))
    return brentq(mismatch, 1e-9, top, xtol=1e-15)


def discrete_level(N):
    """Closed-form ground level of the flux scheme on a grid with N intervals."""
    h = width / N

    def mismatch(E):
        q = np.arccos(1 - E * h**2 / w_in) / h
        kappa = np.arccosh(1 + (V0 - E) * h**2 / w_out) / h
        if N % 2 == 0:
            left, right = np.sin(q * h), np.sinh(kappa * h)
        else:
            left, right = np.tan(q * h / 2), np.tanh(kappa * h / 2)
        return (w_in * left * np.sin(q * A)
                - w_out * right * np.cos(q * A) / np.tanh(kappa * B))
    return brentq(mismatch, 1e-9, (np.pi / width)**2 / (2 * mass_well), xtol=1e-15)


def abrupt_grid(N):
    j = np.arange(-2 * N, 2 * N + 1)
    outside = np.where(2 * abs(j) < N, 0.0, np.where(2 * abs(j) > N, 1.0, 0.5))
    w_nodes = w_in + (w_out - w_in) * outside
    middle = abs(2 * j[:-1] + 1)
    part = np.where(middle < N, 0.0, np.where(middle > N, 1.0, 0.5))
    cell_mass = mass_well + (mass_barrier - mass_well) * part
    return width / N, w_nodes, 1 / cell_mass, V0 * outside[1:-1]


def flux_levels(w_half, V, h, count=1):
    diagonal = (w_half[:-1] + w_half[1:]) / (2 * h**2) + V
    return eigh_tridiagonal(diagonal, -w_half[1:-1] / (2 * h**2), eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def expanded_bands(w_nodes, V, h):
    w = w_nodes[1:-1]
    D = (w_nodes[2:] - w_nodes[:-2]) / 4
    return -(w - D) / (2 * h**2), w / h**2 + V, -(w + D) / (2 * h**2)


def expanded_level(w_nodes, V, h):
    lower, diagonal, upper = expanded_bands(w_nodes, V, h)
    product = upper[:-1] * lower[1:]
    assert np.all(product > 0)  # then a diagonal similarity makes the matrix symmetric
    return eigh_tridiagonal(diagonal, -np.sqrt(product), eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def flux_abrupt(N):
    h, _, w_half, V = abrupt_grid(N)
    return flux_levels(w_half, V, h)[0]


def expanded_abrupt(N):
    h, w_nodes, _, V = abrupt_grid(N)
    return expanded_level(w_nodes, V, h)


# Symmetry and positivity: apply the flux operator to unit vectors, random masses.
def apply_flux(u, w_half, h):
    flux = w_half * np.diff(np.concatenate(([0.0], u, [0.0]))) / h
    return -0.5 * np.diff(flux) / h


rng = np.random.default_rng(4)
size, h_random = 40, 0.7
w_random = 1 / rng.uniform(0.05, 1.0, size + 1)
T = np.column_stack([apply_flux(e, w_random, h_random) for e in np.eye(size)])
asymmetry_flux = np.linalg.norm(T - T.T) / np.linalg.norm(T)
lowest_random = np.linalg.eigvalsh(T)[0]
assert asymmetry_flux < 1e-14 and lowest_random > 0
u, v = rng.normal(size=(2, size))
du, dv = (np.diff(np.concatenate(([0.0], z, [0.0]))) for z in (u, v))
assert np.isclose(u @ T @ v, 0.5 * np.sum(w_random * du * dv) / h_random**2, rtol=1e-10)
assert np.isclose(flux_levels(w_random, np.zeros(size), h_random)[0], lowest_random,
                  rtol=1e-9)

# The expanded matrix is not symmetric; its banded solver agrees with a dense one.
h, w_nodes, _, V = abrupt_grid(40)
lower, diagonal, upper = expanded_bands(w_nodes, V, h)
X = np.diag(diagonal) + np.diag(upper[:-1], 1) + np.diag(lower[1:], -1)
asymmetry_expanded = np.linalg.norm(X - X.T) / np.linalg.norm(X)
assert asymmetry_expanded > 1e-3
assert abs(np.min(np.linalg.eigvals(X).real) - expanded_abrupt(40)) < 1e-10

# Closed discrete matching conditions against matrix diagonalization.
for N in (40, 41, 80, 81):
    assert abs(discrete_level(N) - flux_abrupt(N)) < 1e-10

# Second-order convergence of the flux form to the continuum level.
E_exact = continuum_level()
ratio_node = (flux_abrupt(80) - E_exact) / (flux_abrupt(160) - E_exact)
order_node = np.log2(ratio_node)
order_half = (np.log((flux_abrupt(75) - E_exact) / (flux_abrupt(225) - E_exact))
              / np.log(3))
assert abs(order_node - 2) < 0.04 and abs(order_half - 2) < 0.04
E_extrapolated = (4 * flux_abrupt(320) - flux_abrupt(160)) / 3
assert abs(E_extrapolated - E_exact) * HARTREE < 1e-6


# Slope ratios produced by the expanded stencil, by marching at zero energy.
def ratio_half(r):
    return (3 * r + 1) * (5 - r) / ((5 * r - 1) * (3 + r))


def ratio_on_node(r):
    return ((9 - r) * (3 + r) * (7 * r + 1)) / ((7 + r) * (1 + 3 * r) * (9 * r - 1))


def marched_ratio(profile):
    low, mid, up = expanded_bands(np.array(profile), 0.0, 1.0)
    psi = [0.0, 1.0]
    for c_low, c_mid, c_up in zip(low, mid, up):
        psi.append(-(c_mid * psi[-1] + c_low * psi[-2]) / c_up)
    return (psi[-1] - psi[-2]) / (psi[1] - psi[0])


for r in (r_example, 2.0, 6.0):
    marched = marched_ratio([1.0] * 6 + [r] * 6)
    assert np.isclose(marched, ratio_half(r), rtol=1e-9)
    assert np.isclose(r * marched - 1, -3 * (r - 1)**3 / ((5 * r - 1) * (3 + r)),
                      rtol=1e-8)
    marched = marched_ratio([1.0] * 6 + [(1 + r) / 2] + [r] * 6)
    assert np.isclose(marched, ratio_on_node(r), rtol=1e-9)
reversed_ratio = marched_ratio([1.0] * 6 + [6.0] * 6)
assert reversed_ratio < 0
assert marched_ratio([1.0] * 6 + [1 / 6] * 6) < 0

# The expanded form tends to the levels predicted by those wrong slope ratios.
wrong_half = continuum_level(slope_ratio=ratio_half(r_example))
wrong_node = continuum_level(slope_ratio=ratio_on_node(r_example))
limit_half = (3 * expanded_abrupt(2025) - expanded_abrupt(675)) / 2
limit_node = 2 * expanded_abrupt(1280) - expanded_abrupt(640)
assert abs(limit_half - wrong_half) * HARTREE < 2e-5
assert abs(limit_node - wrong_node) * HARTREE < 2e-5
assert abs(wrong_half - E_exact) * HARTREE > 2e-4
assert abs(wrong_node - E_exact) * HARTREE > 2e-4

# Averaging inverse masses in the interface cell: symmetric, but first order in h.
k = np.sqrt(2 * mass_well * E_exact)
kappa = np.sqrt(2 * mass_barrier * (V0 - E_exact))
norm_in = quad(lambda x: np.cos(k * x)**2, 0, A)[0]
norm_out = quad(lambda y: (np.sinh(kappa * y) / np.sinh(kappa * B))**2, 0, B)[0]
norm = 2 * (norm_in + np.cos(k * A)**2 * norm_out)
flux_squared = (k * np.sin(k * A) / mass_well)**2 / norm


def inverse_average_shift(N):
    h, _, w_half, V = abrupt_grid(N)
    middle = abs(2 * np.arange(-2 * N, 2 * N) + 1)
    changed = np.where(middle == N, (w_in + w_out) / 2, w_half)
    return flux_levels(changed, V, h)[0] - flux_levels(w_half, V, h)[0]


N_shift = 1201
mean_mass = (mass_well + mass_barrier) / 2
shift_formula = width / N_shift * flux_squared * (mean_mass - 2 / (w_in + w_out))
shift_matrix = inverse_average_shift(N_shift)
assert abs(shift_matrix / shift_formula - 1) < 0.01

# A resolved smooth step: both forms reach the same level at second order.
grading_nm = 0.25


def graded_levels(N):
    h = width / N
    x = np.arange(-2 * N, 2 * N + 1) * h

    def fraction(position):
        return 0.5 * (1 + np.tanh((abs(position) - A) * BOHR / grading_nm))
    w_nodes = w_in + (w_out - w_in) * fraction(x)
    w_half = w_in + (w_out - w_in) * fraction((x[:-1] + x[1:]) / 2)
    V = V0 * fraction(x[1:-1])
    return np.array([flux_levels(w_half, V, h)[0], expanded_level(w_nodes, V, h)])


coarse, fine = graded_levels(160), graded_levels(320)
gap_coarse, gap_fine = coarse[1] - coarse[0], fine[1] - fine[0]
graded_limit = (4 * fine - coarse) / 3
assert abs(gap_coarse / gap_fine - 4) < 0.2
assert abs(graded_limit[1] - graded_limit[0]) * HARTREE < 2e-6

# Sizes of neglected effects, from rough inputs.
gap_well_eV, gap_barrier_eV, x_edge_eV = 1.5, 3.0, 0.2
monolayer_nm, field_MV_cm, temperature = 0.28, 0.1, 300.0
sheet_cm2, permittivity = 1e12, 13.0
E_np = E_exact
for _ in range(60):
    E_np = continuum_level(
        mw=mass_well * (1 + E_np * HARTREE / gap_well_eV),
        mb=mass_barrier * (1 - (V0 - E_np) * HARTREE / gap_barrier_eV))
E_monolayer = continuum_level(half=A + monolayer_nm / BOHR / 2)
thermal_eV = const.k * temperature / const.e
V_inplane = V0 - thermal_eV / HARTREE * (1 - mass_well / mass_barrier)
E_inplane = continuum_level(V=V_inplane)
h, _, w_half, V = abrupt_grid(320)
x_nm = np.arange(-639, 640) * h * BOHR
field_V_nm = field_MV_cm * 1e6 * 1e2 * 1e-9
no_field = flux_levels(w_half, V, h, 2)
with_field = flux_levels(w_half, V + field_V_nm * x_nm / HARTREE, h)[0]
charge_eV = (const.e * sheet_cm2 * 1e4 * width_nm * 1e-9
             / (8 * permittivity * const.epsilon_0))

print(f"well width: {width_nm:.1f} nm = {10 * width_nm:.0f} angstrom")
print(f"barrier width, each side: {B * BOHR:.1f} nm")
print(f"masses well, barrier: {mass_well:.2f}, {mass_barrier:.2f} m_e")
print(f"barrier height: {barrier_eV:.2f} eV")
print(f"inverse-mass ratio r: {r_example:.4f}")
print(f"flux matrix relative asymmetry: {asymmetry_flux:.1e}")
print(f"expanded matrix relative asymmetry, N=40: {asymmetry_expanded:.4f}")
print(f"continuum ground level: {E_exact * HARTREE:.6f} eV")
print(f"flux level extrapolated, N=160,320: {E_extrapolated * HARTREE:.6f} eV")
print("errors from the continuum level, flux then expanded:")
for N in (80, 160, 320, 81, 161, 321):
    e_flux = (flux_abrupt(N) - E_exact) * HARTREE
    e_expanded = (expanded_abrupt(N) - E_exact) * HARTREE
    print(f"N={N} h={width_nm / N:.5f} nm: {e_flux:+.3e}, {e_expanded:+.3e} eV")
print(f"flux shift, N=160 to 320: {(flux_abrupt(320) - flux_abrupt(160)) * HARTREE:+.2e} eV")
print(f"flux order, interface on node: {order_node:.3f}")
print(f"flux order, interface at half-point: {order_half:.3f}")
print(f"true slope ratio: {1 / r_example:.4f}")
print(f"expanded slope ratio, half-point: {ratio_half(r_example):.4f}")
print(f"expanded slope ratio, on node: {ratio_on_node(r_example):.4f}")
print(f"expanded slope ratio at r=6, half-point: {reversed_ratio:.4f}")
print(f"predicted expanded limit, half-point: {wrong_half * HARTREE:.6f} eV")
print(f"extrapolated expanded limit, half-point: {limit_half * HARTREE:.6f} eV")
print(f"predicted expanded limit, on node: {wrong_node * HARTREE:.6f} eV")
print(f"extrapolated expanded limit, on node: {limit_node * HARTREE:.6f} eV")
print(f"inverse-mass averaging shift, N={N_shift}, matrix: {shift_matrix * HARTREE:.3e} eV")
print(f"inverse-mass averaging shift, formula: {shift_formula * HARTREE:.3e} eV")
print(f"smooth step, tanh length: {grading_nm:.2f} nm")
print(f"smooth step, expanded minus flux, N=160: {gap_coarse * HARTREE:+.3e} eV")
print(f"smooth step, expanded minus flux, N=320: {gap_fine * HARTREE:+.3e} eV")
print(f"smooth step, extrapolated flux level: {graded_limit[0] * HARTREE:.6f} eV")
print(f"smooth step, extrapolated expanded level: {graded_limit[1] * HARTREE:.6f} eV")
print(f"grading shift of level: {(graded_limit[0] - E_exact) * HARTREE:+.4f} eV")
print(f"rough gaps well, barrier: {gap_well_eV:.1f}, {gap_barrier_eV:.1f} eV")
print(f"nonparabolicity shift: {(E_np - E_exact) * HARTREE:+.4f} eV")
print(f"shift for {monolayer_nm:.2f} nm more width: {(E_monolayer - E_exact) * HARTREE:+.4f} eV")
print(f"shift in {field_MV_cm:.1f} MV/cm: {(with_field - no_field[0]) * HARTREE:+.4f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal_eV:.4f} eV")
print(f"in-plane motion shift at that energy: {(E_inplane - E_exact) * HARTREE:+.5f} eV")
print(f"second level minus first: {(no_field[1] - no_field[0]) * HARTREE:.4f} eV")
print(f"rough relative permittivity: {permittivity:.0f}")
print(f"space-charge energy at {sheet_cm2:.0e} cm^-2: {charge_eV:.4f} eV")
print(f"rough barrier X edge above well edge: {x_edge_eV:.1f} eV")
print(f"X edge minus ground level: {x_edge_eV - E_exact * HARTREE:.2f} eV")
print("finished without a failed check")
```

It prints:

```
well width: 5.0 nm = 50 angstrom
barrier width, each side: 7.5 nm
masses well, barrier: 0.07, 0.15 m_e
barrier height: 1.00 eV
inverse-mass ratio r: 0.4667
flux matrix relative asymmetry: 0.0e+00
expanded matrix relative asymmetry, N=40: 0.0133
continuum ground level: 0.106087 eV
flux level extrapolated, N=160,320: 0.106087 eV
errors from the continuum level, flux then expanded:
N=80 h=0.06250 nm: +9.463e-05, +6.711e-04 eV
N=160 h=0.03125 nm: +2.369e-05, -3.321e-04 eV
N=320 h=0.01562 nm: +5.925e-06, -8.832e-04 eV
N=81 h=0.06173 nm: -1.017e-04, -1.902e-03 eV
N=161 h=0.03106 nm: -2.576e-05, -3.421e-03 eV
N=321 h=0.01558 nm: -6.482e-06, -4.258e-03 eV
flux shift, N=160 to 320: -1.78e-05 eV
flux order, interface on node: 1.998
flux order, interface at half-point: 1.999
true slope ratio: 2.1429
expanded slope ratio, half-point: 2.3538
expanded slope ratio, on node: 2.2011
expanded slope ratio at r=6, half-point: -0.0728
predicted expanded limit, half-point: 0.100939 eV
extrapolated expanded limit, half-point: 0.100940 eV
predicted expanded limit, on node: 0.104616 eV
extrapolated expanded limit, on node: 0.104619 eV
inverse-mass averaging shift, N=1201, matrix: 4.160e-05 eV
inverse-mass averaging shift, formula: 4.159e-05 eV
smooth step, tanh length: 0.25 nm
smooth step, expanded minus flux, N=160: +1.469e-05 eV
smooth step, expanded minus flux, N=320: +3.675e-06 eV
smooth step, extrapolated flux level: 0.114143 eV
smooth step, extrapolated expanded level: 0.114143 eV
grading shift of level: +0.0081 eV
rough gaps well, barrier: 1.5, 3.0 eV
nonparabolicity shift: +0.0055 eV
shift for 0.28 nm more width: -0.0080 eV
shift in 0.1 MV/cm: -0.0005 eV
thermal energy at 300 K: 0.0259 eV
in-plane motion shift at that energy: -0.00043 eV
second level minus first: 0.3282 eV
rough relative permittivity: 13
space-charge energy at 1e+12 cm^-2: 0.0087 eV
rough barrier X edge above well edge: 0.2 eV
X edge minus ground level: 0.09 eV
finished without a failed check
```
